# Why a narrow gap makes III-V electrons light but not heavy holes

**Question.** In a direct-gap III-V semiconductor with the zincblende structure, the conduction band minimum and the valence band maximum lie at the centre of the Brillouin zone, apart from a very small displacement of the valence maximum, and are separated by the gap. When that gap is narrow, the conduction electrons are light. The heavy holes sit at the edge of the same gap, yet they do not become light with the electrons. Why does the gap act on one carrier and not on the other, and what sets the mass of the heavy hole instead?

**Answer.**

## The mechanism: a mass comes from level repulsion

Hartree atomic units are used, so $\hbar=m_0=1$ and masses are in units of the free-electron mass. Write a Bloch state as $e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$, with $\mathbf k$ measured from the zone centre. The kinetic energy acting on the periodic part $u$ then gives

$$
\frac{(\mathbf p+\mathbf k)^2}{2}=\frac{p^2}{2}+\mathbf k\cdot\mathbf p+\frac{k^2}{2}.
$$

The last term is the same for every band. The differences come from $\mathbf k\cdot\mathbf p$, which couples the zone-centre states. If a state $a$ is coupled to states $b$, and has no first-order shift, second-order perturbation theory gives

$$
E_a(k)=E_a(0)+\frac{k^2}{2}+\sum_b\frac{|\langle b|\mathbf k\cdot\mathbf p|a\rangle|^2}{E_a(0)-E_b(0)} .
$$

Each pair of coupled levels repels, with a strength inversely proportional to their separation. A narrow gap therefore produces a large curvature, and so a small mass, only if the two states facing each other across the gap have a momentum matrix element between them. The question becomes which valence states are coupled to the conduction edge.

## The missing matrix element

The conduction edge is an s-like state $S$ with two spins. The valence edge is built from p-like states $X,Y,Z$, which transform like the coordinates. Take $\mathbf k$ along $z$, a cubic axis, so that the coupling is $k\,p_z$. This is the longitudinal case of Kane's Hamiltonian.

The zincblende structure is unchanged by a 180° rotation about $z$. This rotation leaves $S$, $Z$ and $p_z$ unchanged and reverses the signs of $X$ and $Y$. A matrix element cannot change under a symmetry operation applied to everything in it, so $\langle S|p_z|X\rangle$ equals its own negative and vanishes, as does $\langle S|p_z|Y\rangle$. The element with $Z$ is allowed, and is written

$$
\langle S|p_z|Z\rangle=iP,\qquad E_P=2P^2,
$$

with $P$ real.

Spin-orbit coupling decides how $Z$ is shared among the valence states. With the zero of energy at the valence top, it is $(\Delta/3)(\mathbf L\cdot\boldsymbol\sigma-1)$. For $L=1$ and spin $1/2$,

$$
\mathbf L\cdot\boldsymbol\sigma=j(j+1)-2-\tfrac34 ,
$$

which is $1$ for $j=3/2$ and $-2$ for $j=1/2$. There is thus a quartet at energy $0$ and a split-off doublet at $-\Delta$.

The quartet state with the largest angular momentum along $z$ is, up to a phase, the heavy hole

$$
|hh\rangle=\frac{X+iY}{\sqrt2}\uparrow .
$$

Applying the lowering operator to it gives the light hole (up to normalization and an overall sign), and orthogonality gives the split-off state:

$$
|lh\rangle=\sqrt{\tfrac23}\,Z\!\uparrow-\frac{X+iY}{\sqrt6}\downarrow,\qquad
|so\rangle=\frac{1}{\sqrt3}\,Z\!\uparrow+\frac{X+iY}{\sqrt3}\downarrow .
$$

The heavy hole contains no $Z$, so it has no matrix element with $S$. The light hole has $Z$ weight $2/3$ and the split-off state $1/3$. The states of opposite angular momentum follow by time reversal.

## Why changing direction does not restore the coupling

The zero might look like an accident of choosing $\mathbf k$ along $z$. For a general direction, the same symmetry argument for each axis, together with the equivalence of the cubic axes, gives $\langle S|p_i|X_j\rangle=iP\delta_{ij}$. The $S$ state is then coupled only to the p orbital pointing along $\mathbf k$. The operator $\mathbf L\cdot\boldsymbol\sigma$ has no preferred axis either, so the construction above can be repeated with $\mathbf k$ as the quantization axis. The uncoupled states are those with angular momentum $\pm3/2$ along $\mathbf k$.

A counting argument shows that some uncoupled states must exist. Two $S$ states can couple to at most two independent combinations of the four quartet states. At least two combinations are left over.

"Heavy" therefore refers to the direction of motion. The fixed state $(X+iY)\!\uparrow\!/\sqrt2$ contains $X$ with amplitude $1/\sqrt2$, so for $\mathbf k$ along $x$ it does couple to $S$, with strength $P/\sqrt2$ per unit $k$. It is then no longer the heavy hole, but a mixture of heavy and light holes.

## From the coupling to the masses

The valence orbitals have no elements of $p_z$ among themselves. The rotation about $z$ leaves only $\langle X|p_z|Y\rangle$ and its reverse off the diagonal. Reflection exchanging $x$ and $y$ makes these two equal, whereas for real orbitals they must be opposite, so both vanish. The diagonal elements of $p_z$ also vanish for real orbitals.

Let $G$ be the gap and put $e=E-k^2/2$, which removes the common kinetic term. In the order $S\!\uparrow,hh,lh,so$, the longitudinal Hamiltonian is

$$
\begin{pmatrix}
G&0&i\sqrt{\frac23}Pk&\frac{i}{\sqrt3}Pk\\
0&0&0&0\\
-i\sqrt{\frac23}Pk&0&0&0\\
-\frac{i}{\sqrt3}Pk&0&0&-\Delta
\end{pmatrix}.
$$

The second row and column are empty: the heavy hole has $e=0$, whatever the gap. For the other three states, with amplitudes $c_S,c_{lh},c_{so}$, the last two rows give

$$
c_{lh}=-\frac{i\sqrt{2/3}\,Pk}{e}\,c_S,\qquad
c_{so}=-\frac{iPk/\sqrt3}{e+\Delta}\,c_S .
$$

Inserting these in the first row, where $i(-i)=1$, yields

$$
e-G=P^2k^2\left[\frac{2}{3e}+\frac{1}{3(e+\Delta)}\right].
$$

Multiplication by $e(e+\Delta)$ turns the bracket into $\frac23(e+\Delta)+\frac13e=e+\frac23\Delta$, so

$$
e(e-G)(e+\Delta)=P^2k^2\left(e+\tfrac23\Delta\right).
$$

For the electron at small $k$, set $e=G$ in the bracket of the previous equation. Adding back $k^2/2$ and comparing with $E=G+k^2/(2m_e)$ gives

$$
\frac1{m_e}=1+\frac{E_P}{3}\left(\frac2G+\frac1{G+\Delta}\right).
$$

For the light hole, $e$ is small compared with $G$ and $\Delta$. The cubic reduces to $-G\Delta e=\frac23\Delta P^2k^2$, or $e=-2P^2k^2/(3G)$. Defining hole masses as positive for downward curvature, $1/m_h=-d^2E/dk^2$, one finds

$$
\frac1{m_{lh}}=\frac{2E_P}{3G}-1
$$

in this near-band model. The light hole is the electron's partner in the repulsion and becomes light with it. What a narrow gap does is make one pair of bands light and leave the heavy hole out, provided that $P$ does not shrink along with the gap. Here $P$ is held fixed.

## What bends the heavy hole down

The missing coupling explains why the heavy hole is not light, but not yet why it is a hole. With $e=0$, its energy is $E=+k^2/2$, which curves upward like that of a free electron. The downward curvature must come from states outside the set used so far.

The simplest source is a set of p-like conduction states $X_c,Y_c,Z_c$ at energy $R$ above the valence top. Their own spin-orbit splitting and their coupling to $S$ are neglected. Rotations by 180° about the three cubic axes leave only two elements of $p_z$ between the valence and remote p states, and reflection exchanging $x$ and $y$ makes them equal:

$$
\langle X|p_z|Y_c\rangle=\langle Y|p_z|X_c\rangle=iQ,\qquad E_Q=2Q^2 .
$$

Since $X$ couples only to $Y_c$, and $Y$ only to $X_c$, each of them is lowered by $Q^2k^2/R$, while $Z$ is untouched. This second-order shift is unchanged by rotations about $z$ and does not act on spin, so it cannot mix angular momenta $\pm3/2$ with $\pm1/2$. The heavy hole lies wholly in the $X,Y$ space and takes the full shift:

$$
E_{hh}=\frac{k^2}{2}-\frac{Q^2k^2}{R}
\quad\Longrightarrow\quad
\frac1{m_{hh}}=\frac{E_Q}{R}-1\qquad([001]).
$$

The light hole has $X,Y$ weight $1/3$, so its inverse mass gains $E_Q/(3R)$:

$$
\frac1{m_{lh}}=\frac{2E_P}{3G}+\frac{E_Q}{3R}-1\qquad([001]).
$$

The electron mass at the band edge does not change, because $S$ has no direct coupling to the remote states here. In this model the heavy band is hole-like along [001] only if $E_Q>R$. Along this axis its mass is governed by $R$, a separation that does not close with the gap.

## Numbers for a shrinking gap

Take round model parameters, not those of a particular material: $E_P=0.8$, $\Delta=0.015$, $E_Q=0.56$ and $R=0.16$ hartree. At $G=0.010$ hartree (0.272 eV), the electron formula gives

$$
\frac1{m_e}=1+\frac{0.8}{3}\left(\frac2{0.010}+\frac1{0.025}\right)
=1+53.33+10.67=65.0,
$$

so $m_e=0.0154$. Most of this comes from repulsion by the light hole, and the rest mainly from the split-off state. For the heavy hole,

$$
\frac1{m_{hh}}=\frac{0.56}{0.16}-1=2.5,\qquad m_{hh}=0.400 .
$$

The masses along [001], found from the curvature of the diagonalized fourteen-band Hamiltonian, are:

| $G$ (hartree) | electron | light hole | heavy hole |
|---|---|---|---|
| 0.080 | 0.0955 | 0.1463 | 0.400 |
| 0.040 | 0.0521 | 0.0741 | 0.400 |
| 0.020 | 0.0283 | 0.0373 | 0.400 |
| 0.010 | 0.0154 | 0.0187 | 0.400 |

The gap falls by a factor of 8 and the electron mass by 6.21. The second factor is smaller because the free-electron term does not depend on $G$, and the split-off term depends on $G+\Delta$, which falls more slowly than $G$.

A control separates the two causes. Keep the gap at 0.040 hartree and lower the remote states from $R=0.16$ to $0.08$ hartree. The heavy-hole inverse mass becomes $0.56/0.08-1=6$, so its mass drops from 0.400 to 0.167, while the electron mass stays at 0.0521. A heavy hole can thus be made light, but by approaching the states to which it is coupled.

## Away from the [001] axis

Remote states do not share the isotropy of the $S$ coupling, so another direction needs its own check. For $\mathbf k$ along [110], the p orbitals perpendicular to $\mathbf k$ are $T_1=(X-Y)/\sqrt2$ and $T_2=Z$. The orbital $T_1$ would couple to $Z_c$ with a strength proportional to $k_y-k_x=0$. The orbital $T_2$ couples to $X_c$ and $Y_c$ with total squared strength $Q^2(k_x^2+k_y^2)=Q^2k^2$. The heavy hole contains $T_1$ and $T_2$ equally and takes half the shift, which gives an inverse mass

$$
\frac{E_Q}{2R}-1=0.75
$$

before mixing with the light hole is counted.

That mixing exists because $T_1$ and $T_2$ are shifted unequally. Its matrix element joins $(T_1+iT_2)/\sqrt2$ to $(T_1-iT_2)/\sqrt2$, and equals half the difference of the two shifts. The second combination occurs in a light hole with amplitude $1/\sqrt3$. The coupling therefore has magnitude $Q^2k^2/(2\sqrt3R)$, or $E_Q/(2\sqrt3R)$ in units of $k^2/2$. In the same units the light hole lies lower by about $2E_P/(3G)$ when the gap is small. Repulsion then raises the heavy hole and reduces its inverse mass by about

$$
\left(\frac{E_Q}{2\sqrt3R}\right)^2\frac{3G}{2E_P}=\frac{E_Q^2\,G}{8R^2E_P}.
$$

This is proportional to $G$, not to $1/G$. At $G=0.010$ hartree it is 0.019, and diagonalization gives an inverse mass of 0.7313, which is 0.0187 below the limit. At $G=0.080$ hartree the inverse mass is 0.6218. The heavy hole does respond to the gap in this direction, but its inverse mass stays below 0.75 for the gaps computed. Along [111] both transverse orbitals are lowered by only $Q^2k^2/(3R)$. There is no mixing with the light hole, and the inverse mass is $E_Q/(3R)-1=0.167$ whatever the gap. That is a mass of 6.0, and the band would curve upward if $E_Q<3R$. An anisotropy this large belongs to the minimal remote set chosen here. In a real crystal the p-like conduction states account for the heavy-hole mass along [001]. Along [111] much of the downward curvature comes from further remote bands, chiefly a d-like conduction doublet that does not couple to $X,Y$ for $\mathbf k$ along $z$. The off-axis masses of this model should therefore not be read as those of a material.

## How far the electron stays light

The band-edge mass holds while $Pk$ is small compared with $G$. Beyond that, the repulsion is no longer a small correction. The simplest case is a spin-orbit splitting much larger than $|e|$ and $G$. Dividing the cubic by $\Delta$ then leaves $e(e-G)=\frac23P^2k^2$, whose upper root is

$$
e=\frac G2+\sqrt{\frac{G^2}{4}+\frac23P^2k^2}.
$$

For small $k$ this is a parabola. For $Pk\gg G$ it approaches a straight line of slope $\sqrt{2/3}\,P$. At $G=0$ the band starts linearly with that slope even for finite $\Delta$, as long as $Pk\ll\Delta$; here the slope is 0.516 atomic units of velocity. A closing gap therefore gives a vanishing band-edge mass, but not an unlimited velocity.

At $G=0.010$ hartree and $k=0.020$ bohr$^{-1}$, $Pk$ is about 0.013 hartree and already exceeds the gap. The band-edge parabola predicts a rise of $k^2/(2m_e)=0.0130$ hartree, whereas the fourteen-band Hamiltonian gives 0.0079 hartree. The parabola is too high by about 65% of the actual rise. At the same $k$ along [001], the heavy hole has moved by only $-0.0005$ hartree, close to its parabolic value $-k^2/(2m_{hh})$.

The treatment leaves out the terms linear in $k$ that the lack of inversion symmetry permits in the valence band. Sufficiently close to $k=0$ such terms outweigh the quadratic ones, and a single heavy-hole mass no longer describes the band there. The numerical output below lists the couplings, masses and energies used here.

## Computed results

```
Inputs (hartree)
EP = 0.800, EQ = 0.560, D = 0.015, R = 0.160
P = 0.6325, Q = 0.5292 atomic units of momentum
Model-function cell averages (dimensionless)
<S|d/dz|Z> = 0.3500, <S|d/dz|X> = 0.0000
<X|d/dz|Yc> = 0.1275, <Y|d/dz|Xc> = 0.1275
Coupling to S per unit k (atomic units)
light hole 0.5164, split-off 0.3651
(X+iY)up/sqrt2: k along z 0.0000, along x 0.4472
Masses along [001] (electron masses)
gap/hartree  gap/eV  electron  light hole  heavy hole
0.080  2.177  0.0955  0.1463  0.4000
0.040  1.088  0.0521  0.0741  0.4000
0.020  0.544  0.0283  0.0373  0.4000
0.010  0.272  0.0154  0.0187  0.4000
Electron mass ratio, largest/smallest gap: 6.21
Electron inverse mass at smallest gap (1/electron mass)
free 1, light-hole part 53.333, split-off part 10.667
total 65.000
Heavy-hole inverse mass along [001] (1/electron mass)
remote part 3.500, free part -1, total 2.500
Control: gap 0.040, R lowered to 0.080 hartree
heavy-hole mass 0.1667 electron masses
electron mass 0.0521 electron masses
Heavy-hole inverse mass along [110] (1/electron mass)
gap 0.080 hartree: 0.6218
gap 0.040 hartree: 0.6799
gap 0.020 hartree: 0.7134
gap 0.010 hartree: 0.7313
closing-gap limit 0.7500
At gap 0.010 hartree and k = 0.020 bohr^-1, [001]
electron energy above band edge 0.00786 hartree
parabolic estimate 0.01300 hartree
heavy-hole energy -0.000497 hartree
Zero-gap speed: diagonalized 0.5164, formula 0.5164 a.u.
```
